# Flip-Chip Solder Standoff by Shooting on the Young-Laplace Equation: a numerical check

```python
"""Standoff height of a liquid flip-chip solder joint.

Result under test: a joint of fixed volume, pinned to pads of radii a (substrate)
and b (chip), obeys the Young-Laplace equation; its upward force on the chip is
F = pi b^2 p_top - 2 pi b gamma sin(phi_top), and F = load fixes the height.
Symbols: r, z = meridian coordinates; phi = tangent angle from outward radius;
p0 = excess pressure at z = 0; S = meridian length; gamma = surface tension;
weight_density = solder density times g. Units: um, uN, MPa = uN/um^2, pJ.
"""
from collections import namedtuple
from math import ceil, pi
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.optimize import brentq, minimize

Joint = namedtuple("Joint", "a b volume gamma weight_density")
State = namedtuple("State", "height force p0 p_top phi0 phi_top length energy area")
TINY = 1e-30  # imaginary perturbation: derivatives without subtraction


def slope(y, p0, length, j):
    r, z, phi = y[:3]
    c, s = np.cos(phi), np.sin(phi)
    disc = pi * r**2 * s
    return length * np.array([c, s, (p0 - j.weight_density * z) / j.gamma - s / r,
                              disc, 2 * pi * r, disc * z])


def integrate(x, j, n=100):
    """Fourth-order Runge-Kutta; returns r, z, phi, volume, area, moment."""
    phi0, p0, length = x
    zero = 0 * phi0
    y = np.array([zero + j.a, zero, phi0, zero, zero, zero])
    d = 1.0 / n
    for _ in range(n):
        k1 = slope(y, p0, length, j)
        k2 = slope(y + d / 2 * k1, p0, length, j)
        k3 = slope(y + d / 2 * k2, p0, length, j)
        k4 = slope(y + d * k3, p0, length, j)
        y = y + d / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return y


def force_on_chip(y, p0, j):
    r, z, phi = y[:3]
    return pi * r**2 * (p0 - j.weight_density * z) - 2 * pi * r * j.gamma * np.sin(phi)


def sphere_start(j):
    """Height and shooting unknowns of the weightless, unloaded joint."""
    q = 3 * (j.a**2 + j.b**2)
    v = 6 * j.volume / pi
    h = brentq(lambda t: t**3 + q * t - v, 0, v / q, xtol=1e-12)
    centre = (j.b**2 - j.a**2 + h**2) / (2 * h)
    radius = np.hypot(j.a, centre)
    phi0, phi1 = np.arctan2(j.a, centre), np.arctan2(j.b, centre - h)
    return h, np.array([phi0, 2 * j.gamma / radius, radius * (phi1 - phi0)])


def newton(x, j, mode, target, n=100):
    """Shoot for prescribed 'height' or prescribed 'force'."""
    x = np.array(x, float)
    history = []
    for _ in range(25):
        columns = x[:, None] + 1j * TINY * np.eye(3)
        y = integrate(columns, j, n)
        if mode == "height":
            last = (y[1] - target) / j.a
        else:
            last = (force_on_chip(y, columns[1], j) - target) / (j.gamma * j.a)
        res = np.array([(y[0] - j.b) / j.a, (y[3] - j.volume) / j.a**3, last])
        history.append(np.max(np.abs(res[:, 0].real)))
        if history[-1] < 1e-11:
            return x, y[:, 0].real, history
        x = x - np.linalg.solve(res.imag / TINY, res[:, 0].real)
    raise RuntimeError("shooting did not converge")


def solve_joint(j, mode, target, n=100):
    """Move from the sphere to the target in modest steps."""
    h0, x = sphere_start(j)
    start, step = (h0, 6.0) if mode == "height" else (0.0, 12.0)
    count = max(1, ceil(abs(target - start) / step))
    for value in np.linspace(start, target, count + 1)[1:]:
        x, y, _ = newton(x, j, mode, value, n)
    return State(y[1], force_on_chip(y, x[1], j), x[1],
                 x[1] - j.weight_density * y[1], x[0], y[2], x[2],
                 j.gamma * y[4] + j.weight_density * y[5], y[4])


def minimum_energy_height(j, load, terms=12):
    """Minimize surface + gravity + load energy over polynomial profiles r(z/h).
    The volume constraint fixes h for every trial profile."""
    nodes, weights = legendre.leggauss(80)
    t, wt = (nodes + 1) / 2, weights / 2
    basis, deriv = [], []
    for k in range(terms):
        c = np.eye(terms)[k]
        poly = legendre.legval(nodes, c)
        dpoly = legendre.legval(nodes, legendre.legder(c))
        basis.append(t * (1 - t) * poly)
        deriv.append((1 - 2 * t) * poly + 2 * t * (1 - t) * dpoly)
    basis, deriv = np.array(basis).T, np.array(deriv).T
    ratio, vol = j.b / j.a, j.volume / j.a**3
    bond, w = j.weight_density * j.a**2 / j.gamma, load / (j.gamma * j.a)

    def height_and_energy(c):
        r = 1 + (ratio - 1) * t[:, None] + basis @ c
        rt = ratio - 1 + deriv @ c
        h = vol / (pi * (wt @ r**2))
        area = 2 * pi * (wt @ (r * np.sqrt(h**2 + rt**2)))
        return h, area + bond * pi * h**2 * ((wt * t) @ r**2) + w * h

    def value_and_gradient(c):
        _, e = height_and_energy(c[:, None] + 1j * TINY * np.eye(terms))
        return e[0].real, e.imag / TINY

    first = np.zeros(terms)
    first[0] = 1.0
    fit = minimize(value_and_gradient, first, jac=True, method="BFGS",
                   options={"gtol": 1e-9, "maxiter": 2000})
    assert np.max(np.abs(value_and_gradient(fit.x)[1])) < 1e-5
    return j.a * height_and_energy(fit.x[:, None])[0][0]


# Example inputs
die_side_mm, die_thick_mm, joints = 10.0, 0.75, 200
silicon_density, solder_density = 2330.0, 7000.0  # kg/m^3, rough
ball_diameter = 120.0
die_mass = silicon_density * die_side_mm**2 * die_thick_mm * 1e-9  # kg
load = die_mass * constants.g / joints * 1e6
solder = Joint(50.0, 45.0, pi * ball_diameter**3 / 6, 0.5,
               solder_density * constants.g * 1e-12)
weightless = solder._replace(weight_density=0.0)
heavy = solder._replace(weight_density=100 * solder.weight_density)

# Main calculation: force curve, then its root
h_nested = brentq(lambda h: solve_joint(solder, "height", h).force - load,
                  72, 92, xtol=1e-9)
eq = solve_joint(solder, "height", h_nested)
one_shot = solve_joint(solder, "force", load)
assert abs(one_shot.height - h_nested) < 1e-6

# Direct energy minimization, also with magnified solder weight
h_energy = minimum_energy_height(solder, load)
heavy_eq = solve_joint(heavy, "force", load)
h_heavy_energy = minimum_energy_height(heavy, load)
assert abs(h_energy - h_nested) < 2e-3
assert abs(h_heavy_energy - heavy_eq.height) < 2e-3
assert abs(heavy_eq.height - eq.height) > 0.1  # gravity matters in this test

# Virtual work: force and pressure as energy derivatives
virtual_force = {}
for name, j, state in (("real", solder, eq), ("heavy", heavy, heavy_eq)):
    dh, dv = 0.1, 1e-3 * j.volume
    up = solve_joint(j, "height", state.height + dh)
    down = solve_joint(j, "height", state.height - dh)
    virtual_force[name] = -(up.energy - down.energy) / (2 * dh)
    assert abs(virtual_force[name] - state.force) < 2e-3
    more = solve_joint(j._replace(volume=j.volume + dv), "height", state.height)
    less = solve_joint(j._replace(volume=j.volume - dv), "height", state.height)
    assert abs((more.energy - less.energy) / (2 * dv) / state.p0 - 1) < 1e-4
    if name == "real":
        stiffness = (down.force - up.force) / (2 * dh)
base_force = pi * heavy.a**2 * heavy_eq.p0 \
    - 2 * pi * heavy.a * heavy.gamma * np.sin(heavy_eq.phi0)
assert abs(base_force - heavy_eq.force - heavy.weight_density * heavy.volume) < 1e-5

# Closed-form limits: unloaded sphere and cylinder
h_sphere, x_sphere = sphere_start(weightless)
h_unloaded = brentq(lambda h: solve_joint(weightless, "height", h).force,
                    h_sphere - 7, h_sphere + 9, xtol=1e-9)
assert abs(h_unloaded - h_sphere) < 1e-5
cylinder = Joint(50.0, 50.0, pi * 50.0**2 * 60.0, 0.5, 0.0)
cyl = solve_joint(cylinder, "height", 60.0)
assert abs(cyl.force + pi * cylinder.gamma * cylinder.a) < 1e-6

# Bulge: integrate to the vertical tangent, compare with first integral
bare = solve_joint(weightless, "force", load)


def widest_radius(j, s):
    mid = brentq(lambda q: integrate((s.phi0, s.p0, q), j)[2] - pi / 2,
                 0.1 * s.length, 0.9 * s.length, xtol=1e-10)
    return integrate((s.phi0, s.p0, mid), j)[0]


bulge_formula = (weightless.gamma + np.sqrt(weightless.gamma**2
                 + bare.p0 * bare.force / pi)) / bare.p0
assert abs(widest_radius(weightless, bare) - bulge_formula) < 1e-5
bulge = widest_radius(solder, eq)

# Numerical order and Newton convergence
coarse, medium, fine = [solve_joint(solder, "force", load, n).height
                        for n in (25, 50, 100)]
order_ratio = (coarse - medium) / (medium - fine)
assert 10 < order_ratio < 24
history = newton(x_sphere, solder, "height", 75.0)[2]

# Force curve: falling force means vertical stability under dead load
scan_heights = np.arange(70.0, 121.0, 10.0)
scan_forces = [solve_joint(solder, "height", h).force for h in scan_heights]
assert np.all(np.diff(scan_forces) < 0) and stiffness > 0

# Size of neglected or idealized effects
h_low_tension = solve_joint(solder._replace(gamma=0.8 * solder.gamma),
                            "force", load).height
h_less_volume = solve_joint(solder._replace(volume=0.96 * solder.volume),
                            "force", load).height
small = solder._replace(volume=0.95 * solder.volume)
large = solder._replace(volume=1.05 * solder.volume)
h_mixed = brentq(lambda h: solve_joint(small, "height", h).force
                 + solve_joint(large, "height", h).force - 2 * load,
                 74, 92, xtol=1e-7)
f_small = solve_joint(small, "height", h_mixed).force
f_large = solve_joint(large, "height", h_mixed).force
mask_angle = 150.0


def largest_angle(s):
    return np.degrees(max(pi - s.phi0, s.phi_top))


h_pin = brentq(lambda h: largest_angle(solve_joint(solder, "height", h)) - mask_angle,
               65, 83, xtol=1e-7)
pin = solve_joint(solder, "height", h_pin)
assert largest_angle(eq) < mask_angle and pin.force > load
period_ms = 2 * pi * np.sqrt(die_mass / (joints * stiffness)) * 1e3


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Die side", die_side_mm, "mm", 1)
show("Die thickness", die_thick_mm, "mm", 2)
show("Silicon density", silicon_density / 1000, "g/cm3", 2)
show("Die mass", die_mass * 1e3, "g", 4)
print("Number of joints:", joints)
show("Load per joint", load, "uN")
show("Substrate pad radius a", solder.a, "um", 1)
show("Chip pad radius b", solder.b, "um", 1)
show("Solder ball diameter", ball_diameter, "um", 1)
show("Solder volume", solder.volume, "um3", 0)
show("Surface tension", solder.gamma, "N/m", 2)
show("Solder density", solder_density / 1000, "g/cm3", 1)
show("Unloaded height, sphere formula", h_sphere, "um", 4)
show("Unloaded height, shooting", h_unloaded, "um", 4)
show("Sphere start phi0", np.degrees(x_sphere[0]), "deg")
show("Sphere start p0", x_sphere[1] * 1e3, "kPa")
show("Sphere start S", x_sphere[2], "um")
print("Newton residuals for h = 75 um:", " ".join(f"{v:.1e}" for v in history))
for h, f in zip(scan_heights, scan_forces):
    show(f"Force at h = {h:.0f} um", f, "uN")
show("Standoff, root of force curve", h_nested, "um", 4)
show("Standoff, force-condition shooting", one_shot.height, "um", 4)
show("Standoff, energy minimization", h_energy, "um", 4)
show("Drop below unloaded sphere", h_sphere - h_nested, "um")
show("Equilibrium phi0", np.degrees(eq.phi0), "deg")
show("Equilibrium base pressure", eq.p0 * 1e3, "kPa")
show("Equilibrium meridian length S", eq.length, "um")
show("Pressure force on chip", pi * solder.b**2 * eq.p_top, "uN")
show("Rim tension pull on chip",
     2 * pi * solder.b * solder.gamma * np.sin(eq.phi_top), "uN")
show("Net force from formula", eq.force, "uN", 4)
show("Net force from energy difference", virtual_force["real"], "uN", 4)
show("Liquid angle at substrate", 180 - np.degrees(eq.phi0), "deg", 2)
show("Liquid angle at chip", np.degrees(eq.phi_top), "deg", 2)
show("Largest joint radius", bulge, "um")
show("Vertical stiffness per joint", stiffness, "uN/um")
show("Step-halving error ratio", order_ratio, "", 2)
show("100x solder weight, shooting height", heavy_eq.height, "um", 4)
show("100x solder weight, energy height", h_heavy_energy, "um", 4)
show("Solder weight per joint", solder.weight_density * solder.volume, "uN", 4)
show("Height change from solder weight", eq.height - bare.height, "um", 4)
show("Height change, tension -20%", h_low_tension - eq.height, "um")
show("Height change, volume -4%", h_less_volume - eq.height, "um")
show("Height, half +5% and half -5% volume", h_mixed, "um")
show("Force of each -5% joint", f_small, "uN")
show("Force of each +5% joint", f_large, "uN")
show("Force change for 5 um bow, linear", 5 * stiffness, "uN")
show("Assumed mask contact angle", mask_angle, "deg", 1)
show("Height at loss of pinning", h_pin, "um")
show("Load per joint at loss of pinning", pin.force, "uN")
show("Free vertical period", period_ms, "ms")
print("every check passed")
```

Printed output:

```
Die side: 10.0 mm
Die thickness: 0.75 mm
Silicon density: 2.33 g/cm3
Die mass: 0.1748 g
Number of joints: 200
Load per joint: 8.569 uN
Substrate pad radius a: 50.0 um
Chip pad radius b: 45.0 um
Solder ball diameter: 120.0 um
Solder volume: 904779 um3
Surface tension: 0.50 N/m
Solder density: 7.0 g/cm3
Unloaded height, sphere formula: 83.8558 um
Unloaded height, shooting: 83.8558 um
Sphere start phi0: 51.978 deg
Sphere start p0: 15.755 kPa
Sphere start S: 91.800 um
Newton residuals for h = 75 um: 1.8e-01 5.5e-02 3.9e-03 1.1e-06 8.0e-13
Force at h = 70 um: 82.901 uN
Force at h = 80 um: 19.412 uN
Force at h = 90 um: -24.948 uN
Force at h = 100 um: -51.676 uN
Force at h = 110 um: -65.953 uN
Force at h = 120 um: -72.544 uN
Standoff, root of force curve: 82.0768 um
Standoff, force-condition shooting: 82.0768 um
Standoff, energy minimization: 82.0768 um
Drop below unloaded sphere: 1.779 um
Equilibrium phi0: 49.133 deg
Equilibrium base pressure: 16.223 kPa
Equilibrium meridian length S: 91.009 um
Pressure force on chip: 103.173 uN
Rim tension pull on chip: 94.605 uN
Net force from formula: 8.5686 uN
Net force from energy difference: 8.5689 uN
Liquid angle at substrate: 130.87 deg
Liquid angle at chip: 138.00 deg
Largest joint radius: 64.275 um
Vertical stiffness per joint: 5.012 uN/um
Step-halving error ratio: 15.62
100x solder weight, shooting height: 81.5129 um
100x solder weight, energy height: 81.5129 um
Solder weight per joint: 0.0621 uN
Height change from solder weight: -0.0058 um
Height change, tension -20%: -0.425 um
Height change, volume -4%: -1.952 um
Height, half +5% and half -5% volume: 82.032 um
Force of each -5% joint: -3.474 uN
Force of each +5% joint: 20.611 uN
Force change for 5 um bow, linear: 25.060 uN
Assumed mask contact angle: 150.0 deg
Height at loss of pinning: 75.863 um
Load per joint at loss of pinning: 43.550 uN
Free vertical period: 2.623 ms
every check passed
```
